# Detecting Incomplete Cascade Thermalization from the Fourth Moment of Atomic Speeds

## Problem

An ion implanted into a crystal transfers energy to a few atoms, which pass it on to others in a collision cascade. Suppose that an atomistic simulation supplies the velocities of all $N$ atoms in a box around the cascade at one instant. A temperature can be computed from their mean kinetic energy whether or not the atoms share a common thermal distribution. Comparing the mean square speed with a higher moment gives one test for such a distribution. Define

$$K=\frac{\langle v^4\rangle}{\langle v^2\rangle^2},$$

where the averages run over all atoms in the box.

Treat the atoms as classical particles of equal mass $m$. A fraction $f$ has a Maxwellian velocity distribution at temperature $T_h$, and the remaining fraction $1-f$ has one at $T_c\le T_h$, with $T_c>0$. Neither population has a mean velocity.

(a) Find $K$ for a single Maxwellian.

(b) Find $K$ for the mixture, show that it is larger than the value in (a) when both populations are present and their temperatures differ, and examine its limits.

(c) For a given ratio $r=T_h/T_c$, which hot fraction makes $K$ largest? What does a measured $K$ say about the range of temperatures in the box?

(d) Let the whole box drift with velocity $\mathbf u$. How does $K$ change? Does the value found in (a) prove that the atoms are thermalized?

(e) Find the standard error of $K$ for $N$ independent atoms drawn from one Maxwellian.

(f) Evaluate the results for a silicon box with $N=8000$, $f=0.10$, $T_h=2500$ K and $T_c=500$ K. Decide what the value of $K$ reveals about the cascade.

## Solution

### (a) One Maxwellian

Let $s=k_BT/m$, the variance of one Cartesian velocity component. The velocity density is proportional to $e^{-v^2/2s}$. A spherical shell of radius $v$ in velocity space has area $4\pi v^2$, so the speed density is proportional to $v^2e^{-v^2/2s}$.

All the moments needed follow from one integration by parts. Since

$$v\,e^{-v^2/2s}=-s\,\frac{d}{dv}e^{-v^2/2s},$$

we have, for $n\ge 0$,

$$\int_0^\infty v^{n+4}e^{-v^2/2s}\,dv=(n+3)\,s\int_0^\infty v^{n+2}e^{-v^2/2s}\,dv .$$

The boundary term $-s\,v^{n+3}e^{-v^2/2s}$ vanishes at both ends. Dividing by the normalization integral gives

$$\langle v^{n+2}\rangle=(n+3)\,s\,\langle v^n\rangle .$$

Starting from $\langle v^0\rangle=1$,

$$\langle v^2\rangle=3s,\quad \langle v^4\rangle=15s^2,\quad \langle v^6\rangle=105s^3,\quad \langle v^8\rangle=945s^4 .$$

Therefore

$$K=\frac{15s^2}{(3s)^2}=\frac53 .$$

Temperature and mass have cancelled: $K$ measures the shape of the distribution, not its width.

### (b) Two Maxwellians

An average over all atoms is the sum of the population averages, weighted by the fractions of atoms. With $s_h=k_BT_h/m$ and $s_c=k_BT_c/m$,

$$\langle v^2\rangle=3[fs_h+(1-f)s_c],\qquad \langle v^4\rangle=15[fs_h^2+(1-f)s_c^2].$$

The moments must be combined before the ratio is taken. Averaging the two separate ratios would return $5/3$ and lose the effect. Because the masses are equal, $k_B/m$ cancels, and

$$K=\frac53\,\frac{fT_h^2+(1-f)T_c^2}{\bar T^2},\qquad \bar T=fT_h+(1-f)T_c .$$

To compare the numerator with $\bar T^2$, subtract:

$$\begin{aligned}
fT_h^2+(1-f)T_c^2-\bar T^2
&=(f-f^2)T_h^2+[(1-f)-(1-f)^2]T_c^2-2f(1-f)T_hT_c\\
&=f(1-f)(T_h-T_c)^2 .
\end{aligned}$$

The last line uses $(1-f)-(1-f)^2=f(1-f)$. Hence

$$\boxed{K=\frac53(1+\varepsilon),\qquad \varepsilon=\frac{f(1-f)(T_h-T_c)^2}{\bar T^2}}$$

Every factor of $\varepsilon$ is nonnegative. It vanishes if $f=0$, $f=1$ or $T_h=T_c$, and is positive otherwise, which proves the inequality $K>5/3$.

The quantity $\varepsilon$ is the variance of temperature over the atoms, divided by the squared mean temperature. The same steps apply to any number of populations, or to a continuous temperature profile:

$$K=\frac53\,\frac{\langle T^2\rangle}{\langle T\rangle^2}.$$

Two limits show where $K$ is sensitive. If the temperatures are close, the excess is of second order in their difference. For $f=1/2$ and a difference of 10% of $\bar T$, it is $\varepsilon=0.25\times0.01=0.0025$, so $K$ is a weak test of the last stage of equilibration. In the opposite limit, $T_c\to0$ at fixed $f$ and $T_h$,

$$\varepsilon\to\frac{1-f}{f},\qquad K\to\frac{5}{3f}.$$

A small number of hot atoms among nearly motionless ones then gives a large $K$. The cold atoms lower the mean square speed, while the hot atoms supply nearly all of the fourth moment.

### (c) Largest excess and the temperature range

Divide the temperatures in $\varepsilon$ by $T_c$ and put $D=1+f(r-1)$:

$$\varepsilon=(r-1)^2\,\frac{f(1-f)}{D^2}.$$

For $r>1$, the derivative with respect to $f$ has the sign of

$$\begin{aligned}
(1-2f)D-2f(1-f)(r-1)
&=1-2f+f(r-1)[(1-2f)-2(1-f)]\\
&=1-2f-f(r-1)=1-(r+1)f .
\end{aligned}$$

It is positive below $f=1/(1+r)$ and negative above, so this point is the maximum. There $f(1-f)=r/(1+r)^2$ and $D=2r/(1+r)$, which gives

$$\varepsilon_{\max}=\frac{(r-1)^2}{4r}.$$

The maximum lies at $f<1/2$. A minority of hot atoms weighs heavily in $\langle v^4\rangle$ without raising $\langle v^2\rangle$ as much as a larger population would.

The same bound holds for every distribution of temperatures between $T_c$ and $T_h$. For each atom's local temperature, $(T-T_c)(T_h-T)\ge0$. Averaging gives

$$\langle T^2\rangle\le(T_h+T_c)\langle T\rangle-T_hT_c .$$

Divide by $\langle T\rangle^2$ and write $y=1/\langle T\rangle$:

$$1+\varepsilon\le(T_h+T_c)y-T_hT_c\,y^2 .$$

The right side is a downward parabola in $y$, with its maximum at $y=(T_h+T_c)/(2T_hT_c)$. Its height there is $(T_h+T_c)^2/(4T_hT_c)$, so

$$\varepsilon\le\frac{(T_h-T_c)^2}{4T_hT_c}=\frac14\left(\sqrt r-\frac1{\sqrt r}\right)^2 .$$

Taking the positive root gives $\sqrt r-1/\sqrt r\ge2\sqrt\varepsilon$. Multiplication by $\sqrt r$ turns this into $(\sqrt r)^2-2\sqrt\varepsilon\,\sqrt r-1\ge0$, whose positive solutions satisfy

$$r\ge\left(\sqrt\varepsilon+\sqrt{1+\varepsilon}\right)^2 .$$

Thus, if the box is a collection of driftless Maxwellians, the exact $K$ sets a lower bound on the ratio of its extreme temperatures. A value measured in one snapshot carries sampling noise, and so does the bound computed from it. It does not determine $f$, $T_h$ and $T_c$ separately: together with the mean temperature it supplies two numbers for three unknowns.

### (d) Drift, and the converse statement

Write $\mathbf v=\mathbf u+\mathbf w$, where $\mathbf w$ has the driftless distribution. For one population, $\langle v^2\rangle=u^2+3s$. Squaring $v^2=u^2+w^2+2\mathbf u\cdot\mathbf w$ gives

$$v^4=(u^2+w^2)^2+4(\mathbf u\cdot\mathbf w)^2+4(u^2+w^2)(\mathbf u\cdot\mathbf w).$$

The last term is odd in $\mathbf w$ and averages to zero. The component of $\mathbf w$ along $\mathbf u$ has variance $s$, so $\langle(\mathbf u\cdot\mathbf w)^2\rangle=u^2s$ and

$$\langle v^4\rangle=u^4+6u^2s+15s^2+4u^2s=u^4+10u^2s+15s^2 .$$

Now average over the populations. Let $\bar s=fs_h+(1-f)s_c$ and $\operatorname{Var}(s)=f(1-f)(s_h-s_c)^2$. Subtracting $5/3$ over a common denominator gives

$$\begin{aligned}
K-\frac53&=\frac{u^4+10u^2\bar s+15\langle s^2\rangle-\frac53(u^4+6u^2\bar s+9\bar s^2)}{(u^2+3\bar s)^2}\\
&=\frac{15\operatorname{Var}(s)-\frac23u^4}{(u^2+3\bar s)^2}.
\end{aligned}$$

The terms in $u^2\bar s$ cancel. A common drift therefore lowers $K$, and at

$$u^4=\frac{45}{2}\operatorname{Var}(s)$$

it hides the two temperatures completely. Subtracting the mean velocity of the box before computing $K$ removes a common drift. It does not remove flows that differ from region to region, such as an outward motion of the core, and these can also change $K$.

Even without drift, $K=5/3$ does not prove thermalization. Give each atom an added velocity of this same magnitude $u$, but in an independent random direction. Since $\langle v^2\rangle$ and $\langle v^4\rangle$ above depend on $u$ and not on its direction, $K$ remains $5/3$. The distribution is now isotropic with zero mean velocity, yet it is not Maxwellian. At high speed its hot part falls roughly as $e^{-(v-u)^2/2s_h}$. A Maxwellian with the same mean square speed would have component variance $\bar s+u^2/3$. For the values in (f) this is 0.488 nm²/ps², smaller than $s_h=0.740$ nm²/ps², so the Maxwellian would fall faster.

The inference therefore runs one way. For equal-mass classical atoms in their centre-of-mass frame, an excess beyond sampling noise excludes one common Maxwellian. Its absence does not establish one.

### (e) Sampling noise

Let $A$ and $B$ be the sample means of $v^4$ and $v^2$, so that the estimate of $K$ is $A/B^2$. For large $N$ their deviations from the true moments are small, and to first order

$$\delta K=\frac{\delta A}{\langle v^2\rangle^2}-\frac{2\langle v^4\rangle}{\langle v^2\rangle^3}\,\delta B .$$

Because $K$ is dimensionless, we may choose velocity units in which $s=1$. Then $\langle v^2\rangle=3$ and $\langle v^4\rangle=15$, so $\delta K=\frac19\delta A-\frac{10}{9}\delta B$. The moments from (a) give, per atom,

$$\operatorname{Var}(v^4)=945-15^2=720,\quad \operatorname{Var}(v^2)=15-3^2=6,\quad \operatorname{Cov}(v^4,v^2)=105-15\cdot3=60 .$$

For independent atoms these are divided by $N$, and therefore

$$N\operatorname{Var}(K)=\frac{720+100\cdot6-20\cdot60}{81}=\frac{120}{81}=\frac{40}{27},\qquad \sigma_0=\sqrt{\frac{40}{27N}} .$$

The negative term arises because a fast atom raises both $A$ and $B$, and the two changes partly cancel in the ratio.

An expected excess of three standard errors requires $\frac53\varepsilon=3\sigma_0$, or $N=4.8/\varepsilon^2$. For the nearly equal temperatures in (b), with $\varepsilon=0.0025$, this means about 770,000 atoms.

### (f) A silicon cascade

For silicon, with $m=28.085$ u, the component variances are $s_h=0.7401$ and $s_c=0.1480$ nm²/ps². The root-mean-square speeds $\sqrt{3s}$ are 1.490 and 0.666 nm/ps; 1 nm/ps is 1000 m/s. The mixed moments are

$$\langle v^2\rangle=0.1(2.2203)+0.9(0.4441)=0.6217\ \text{nm}^2/\text{ps}^2,$$

$$\langle v^4\rangle=0.1(8.2166)+0.9(0.3287)=1.1175\ \text{nm}^4/\text{ps}^4 .$$

The hot tenth of the atoms supplies $0.8217/1.1175=74\%$ of the fourth moment. The ratio is $K=1.1175/0.6217^2=2.89$. The temperature formula gives the same result:

$$\bar T=700\ \text{K},\qquad \varepsilon=\frac{0.09\,(2000)^2}{700^2}=0.7347,\qquad K=\frac53(1.7347)=2.89 .$$

At this temperature ratio, $r=5$, the largest possible two-temperature value is $K=3.00$, reached at $f=1/6$. Conversely, the bound in (c) gives

$$r\ge(0.8571+1.3171)^2=4.73 ,$$

close to the actual ratio because $f=0.10$ is not far from the optimum. In a single snapshot of this mixture $K$ has a standard error of about 0.09, which shifts the bound by about 0.2, so the computed bound can occasionally exceed the true ratio of 5.

For 8000 atoms from one Maxwellian, $\sigma_0=0.0136$. The excess $2.89-1.67=1.22$ is 90 times as large, so sampling noise is not a credible explanation. With $f$ and $\bar T$ held fixed, the temperature difference whose expected excess equals $3\sigma_0$ is

$$\Delta T=700\sqrt{\frac{3(0.0136)/(5/3)}{0.09}}\approx365\ \text{K}.$$

A box whose two populations still differ by 300 K could thus pass this test.

The excess does not say which departure from a common Maxwellian is present. Consider first a smooth hot spot,

$$T(\rho)=T_c+(T_h-T_c)e^{-\rho^2/w^2},$$

where $\rho$ is the distance from the centre of a spherical box. At a rough density of 50 atoms/nm³ the box radius is 3.37 nm. Keeping the peak, the surroundings and the mean temperature unchanged requires the Gaussian to average to 0.10 over the box, which gives $w=1.43$ nm. Squaring the Gaussian divides its width by $\sqrt2$ and its volume integral by $2^{3/2}$. If the small tail outside the box is neglected, its mean square is therefore $0.10/2^{3/2}=0.0354$, and

$$\varepsilon\approx\frac{(0.0354-0.10^2)(2000)^2}{700^2}=0.21,\qquad K\approx2.01 .$$

Integration over the finite sphere gives 2.02. Every small region is here in local equilibrium, yet $K$ exceeds $5/3$ because the regions have different temperatures.

Next consider 7999 atoms thermalized at 700 K and one recoil of 10 eV. Since $v^2=2E/m$, the ratio equals $\langle E^2\rangle/\langle E\rangle^2$. The thermal energy moments are $\frac32k_BT$ and $\frac{15}4(k_BT)^2$, with $k_BT=0.0603$ eV. Thus

$$\langle E\rangle\approx0.0905+\frac{10}{8000}=0.0917\ \text{eV},\qquad
\langle E^2\rangle\approx0.0136+\frac{100}{8000}=0.0261\ \text{eV}^2 ,$$

and $K\approx3.11$. One atom in 8000 produces a larger excess than the entire hot core. The speed histogram and a map of kinetic energy can help to tell these cases apart.

The choice of frame also matters. For the two-temperature box, $\operatorname{Var}(s)=0.09(0.7401-0.1480)^2=0.0316$ nm⁴/ps⁴, so a common drift of

$$u=(22.5\times0.0316)^{1/4}=0.918\ \text{nm/ps}$$

would bring $K$ back to $5/3$. This exceeds the thermal speed of the cold atoms. It shows how far the masking can go, and is not an estimate of the drift in a cascade.

The parameters are rough values for a brief stage of a keV implant into silicon. With $3k_B$ per atom for kinetic and harmonic potential energy, heating the box from 300 K takes $3k_B(8000)(400\ \text{K})=827$ eV. Melting the 800 core atoms at a rough 0.5 eV each adds 400 eV. The total is about 1.2 keV. A boron, phosphorus or arsenic ion of 2 keV can transfer between about 1.6 and 2.0 keV to one silicon atom in a head-on collision. By the standard Lindhard estimate roughly a quarter of that energy goes to electrons rather than to atomic motion. About 1.2 keV then remains for boron and arsenic and 1.5 keV for phosphorus, so the budget is only just met, and only if the whole cascade stays inside the box. The sharp division into two temperatures is an idealization, and $K$ is sensitive to it: the smooth profile lowers $K$ from 2.89 to 2.02, whereas a surviving fast recoil can raise it substantially.

Two smaller effects concern the atoms themselves. Real silicon contains several isotopes, and at a common temperature lighter atoms move faster. Rough natural abundances raise $K$ by 0.0003, far below $\sigma_0$. Quantum vibration matters more. An oscillator of frequency $\omega$ has the mean kinetic energy of a classical one at

$$T_{\text{eff}}=\frac{\hbar\omega}{2k_B}\coth\frac{\hbar\omega}{2k_BT}.$$

Its thermal momentum distribution remains Gaussian, so the mixture formula still applies with effective temperatures. For a rough $\hbar\omega=40$ meV these are 2507 and 535 K, and $K$ falls to 2.75. One frequency only stands in for the silicon spectrum, and the last digits depend on the choice: 30 and 50 meV give 2.81 and 2.69, and a Debye spectrum with a Debye temperature of 645 K gives 2.73. The oscillator picture is itself crude for a molten core, and a classical simulation omits this correction.

For this snapshot, then, $K=2.89$ shows that the 8000 atoms do not share one Maxwellian at 700 K. Attributing the excess to a hot core in cooler surroundings requires spatial information that $K$ does not contain. The numerical output lists the main values used here.

## Table of computed values

```
Silicon atomic mass: 28.085 u
Atoms in box: 8000; hot atoms: 800
Hot fraction f: 0.10
T_hot, T_cold: 2500, 500 K
Mean temperature: 700 K
Atomic density (rough): 50 nm^-3
Box radius, core radius: 3.37, 1.56 nm
s hot, cold: 0.7401, 0.1480 nm^2/ps^2
rms speed hot: 1.490 nm/ps
rms speed cold: 0.666 nm/ps
<v^2> hot, cold: 2.2203, 0.4441 nm^2/ps^2
<v^4> hot, cold: 8.2166, 0.3287 nm^4/ps^4
<v^2> mixture: 0.6217 nm^2/ps^2
<v^4> mixture: 1.1175 nm^4/ps^4
K of one Maxwellian: 1.6667
Relative excess: 0.7347
K mixture, formula: 2.8912
K mixture, quadrature: 2.8912
Hot fraction of largest K: 0.1667
Largest K at this T ratio: 3.0000
T_hot/T_cold, actual: 5.000
T_hot/T_cold, least allowed by K: 4.727
Standard error of K, mixture: 0.0865
  from sampled snapshots: 0.0862
Standard error of K, one Maxwellian: 0.0136
  from sampled snapshots: 0.0133
Excess in one-Maxwellian errors: 90
Detectable T difference (3 errors): 365 K
Drift that hides the excess: 0.918 nm/ps
K with that drift: 1.6667
<v^6>/<v^2>^3, random-direction case: 4.72
<v^6>/<v^2>^3, Maxwellian: 3.89
Smooth hot-spot width: 1.43 nm
K of smooth hot spot: 2.017
Recoil energy: 10 eV
K, thermalized box plus one recoil: 3.108
Vibration energy (rough): 40 meV
Quantum T_eff hot, cold: 2507, 535 K
K with quantum vibration: 2.753
K from natural mass spread alone: 1.66697
Starting temperature: 300 K
Heat above starting temperature: 827 eV
Heat of melting (rough): 0.5 eV per atom
Heat of melting, whole core: 400 eV
Total heat: 1227 eV
```
